# Double optical gating: burst spacing and the permitted gate width

**Q.** A linearly polarized laser pulse makes attosecond bursts in a gas, and people speak of two bursts per optical cycle. Why two, before any gate is discussed?

**A.** Because the gas has no preferred direction. Let $T$ be the driver period and $\theta=\omega t$ the phase, with $\omega=2\pi/T$. For a field $E_0\cos\theta$ of constant amplitude,
$$E(t+T/2)=-E(t).$$
An inversion-symmetric medium answers a reversed field with a reversed dipole, so
$$d(t+T/2)=-d(t).$$
The emitted intensity is quadratic in the dipole and does not see the sign. Each half cycle therefore repeats the emission of the one before. Symmetry alone does not say how many bursts a half cycle holds. With one, as for the short electron trajectories used below, the burst spacing is $s=T/2$.

**Q.** Now add the second harmonic. What does symmetry say?

**A.** Take
$$E_a(t)=E_0[\cos\theta+a\cos(2\theta+\varphi)],$$
with field ratio $a$ and relative phase $\varphi$. A half-cycle shift adds $\pi$ to $\theta$ and $2\pi$ to $2\theta$. The first term changes sign and the second does not:
$$E_a(t+T/2)=-E_0[\cos\theta-a\cos(2\theta+\varphi)]=-E_{-a}(t).$$
For $a\ne0$ this is not $-E_a(t)$. What survives is $E_a(t+T)=E_a(t)$, so the emission repeats after a full cycle.

**Q.** That does not prove one burst per cycle. Two unequal bursts per cycle also repeat after $T$.

**A.** Your objection is correct. Symmetry permits one strong burst per cycle but does not enforce it. The shift relation says more: the second burst of a cycle with $+a$ is the first burst of a cycle with $-a$. Let $R(\varphi)$ be the energy of the first burst over that of the second. Changing $\varphi$ by $\pi$ changes the sign of the second-harmonic term, so it exchanges the two bursts:
$$R(\varphi+\pi)=\frac{1}{R(\varphi)}.$$
Hence $\ln R$ changes sign between $\varphi$ and $\varphi+\pi$. If it is continuous, it vanishes somewhere between them. There the two bursts have equal energy, although the symmetry is broken. The claim that the spacing becomes $T$ thus needs a condition on the phase, and also one on the amplitude.

**Q.** Why should a weak second harmonic ever remove a burst? A field asymmetry of some ten percent sounds harmless.

**A.** The electron must first tunnel out, and tunnelling depends exponentially on the field. I use atomic units and the strong-field approximation: one active electron, the ion's force neglected after release, and no depletion of the atom. The dipole is a sum over birth times $t_b$ and return times $t_r$ with phase factor $e^{-iS}$, where
$$S=\int_{t_b}^{t_r}\left[\tfrac12v^2(t)+I_p\right]dt,\qquad \kappa=\sqrt{2I_p}.$$
$I_p$ is the ionization energy and $v$ the electron velocity. At photon energy $\Omega$ the emission has the factor $e^{i(\Omega t_r-S)}$. Requiring this phase to be stationary gives
$$\tfrac12v^2(t_b)=-I_p,\qquad \tfrac12v^2(t_r)+I_p=\Omega,\qquad \int_{t_b}^{t_r}v\,dt=0.$$
The first condition is tunnelling, the second is energy conservation at recombination, and the third is return to the ion.

The first has no real solution. Let the classical electron start at rest at real time $t_0$, where the field magnitude is $F$. Near $t_0$ the speed is $F|t-t_0|$, so $v^2=-\kappa^2$ at $t_b=t_0+i\kappa/F$. With $x=t-t_0$, the part of the action between $t_b$ and $t_0$ is
$$\int_{i\kappa/F}^{0}\left(\frac{F^2x^2}{2}+\frac{\kappa^2}{2}\right)dx
=-\left(-\frac{i\kappa^3}{6F}+\frac{i\kappa^3}{2F}\right)=-\frac{i\kappa^3}{3F}.$$
Since $|e^{-iS}|^2=e^{2\,\mathrm{Im}S}$, the burst energy carries the factor
$$\exp\left(-\frac{2\kappa^3}{3F}\right).$$
This is the leading result when the field changes little during the imaginary time $\kappa/F$.

**Q.** Put numbers in. And say which electrons you mean, since an electron born at the field maximum is not the one that radiates at a given energy.

**A.** Take neon, $I_p=21.56$ eV, at 800 nm, where $T=2.669$ fs. The fundamental has intensity $4\times10^{14}$ W/cm², or $E_0=0.1068$ a.u. The observed band is centred at 70 eV. For $a=0$, an electron born at rest at phase $\theta_b$ has
$$v_x=-\frac{E_0}{\omega}(\sin\theta-\sin\theta_b).$$
Integrating once more, it returns at $\theta_r$ when
$$\cos\theta_r-\cos\theta_b+(\theta_r-\theta_b)\sin\theta_b=0.$$
Its energy is then $2U_p(\sin\theta_r-\sin\theta_b)^2$, with $U_p=E_0^2/4\omega^2=23.90$ eV. Setting this equal to $70-21.56=48.44$ eV gives, for the short trajectory, $\theta_b=35.5^\circ$ and $\theta_r=205.2^\circ$.

Choose $a=0.1$ and $\varphi=-45^\circ$. At birth $\cos\theta_b=0.814$ and $\cos(2\theta_b+\varphi)=\cos26^\circ=0.899$. If the birth phase is held fixed, the field magnitudes in the two half cycles are
$$0.1068\,(0.814\pm0.090)=0.0965\ \text{and}\ 0.0773\ \text{a.u.}$$
With $\kappa=1.259$, $2\kappa^3/3=1.33$, and
$$\ln R\simeq1.33\left(\frac1{0.0773}-\frac1{0.0965}\right)\simeq3.4.$$
A ten percent admixture in field, one percent in intensity, changes the burst ratio by a factor of about 30.

**Q.** The tunnelling formula assumed a slowly changing field. Is that true here?

**A.** Only roughly. The Keldysh parameter $\omega\kappa/E_0$ is 0.67, and with the field at birth $\omega\kappa/F$ is 0.82; neither is small. Solving the three stationary conditions numerically for complex times, and keeping only the exponent, gives $\ln R=4.15$. A direct numerical evaluation of the strong-field dipole integral gives 3.72. The complex-orbit value is about 12% above the latter, and it omits the prefactors.

The dipole integral sums over real birth times, with hydrogen-like matrix elements and 400 time steps per period. Excursions longer than about $0.65T$ are smoothly suppressed, which selects the short trajectories. The spectrum is then filtered by a Gaussian amplitude of standard deviation 5 eV around 70 eV. The burst results below use this calculation.

**Q.** What does it give for the spacing?

**A.** I raise the ratio to $a=0.30$, a second-harmonic intensity of 9%, and scan $\varphi$ in steps of $15^\circ$. The first burst is brightest at $\varphi=-45^\circ$. There the half cycle of the weak burst holds
$$r=2.5\times10^{-4}$$
of the strong burst's energy. This is an upper bound on the weak burst, not its value. Most of it arrives near $\theta\approx300^\circ$ and is the long trajectory of the strong half cycle leaking through the soft cutoff. It falls to $1.6\times10^{-5}$ for a cutoff at $0.60T$, rises to $2.4\times10^{-3}$ at $0.70T$, and drops to about $10^{-6}$ with a sharper cutoff at $0.60T$. Counting maxima above 10% of the largest and at least $0.3T$ apart, the spacing is $0.500T=1.334$ fs without the second harmonic and $1.000T=2.669$ fs with it. At fixed fundamental amplitude the strong burst is also 57 times more energetic than a one-colour burst (53 to 60 for cutoffs between $0.60T$ and $0.70T$).

At $\varphi=-136.6^\circ$, a value that moves by about $1^\circ$ with the cutoff, the two bursts are equal, and there are again two per cycle, with gaps alternating between about $0.41T$ and $0.59T$. By the exchange rule they are also equal at $43.4^\circ$. The fixed-orbit estimate would put this point where $2\theta_b+\varphi=90^\circ$, at $19^\circ$. It misses by $24^\circ$. It gives the size of the effect near $\varphi=-45^\circ$, but not its dependence on phase: for $a=0.1$ at $\varphi=0$ it gives $\ln R=1.2$ against 2.6 from the dipole integral. It should not be used to set the phase.

**Q.** Now the gate. How does polarization select a burst at all?

**A.** A transverse field pushes the electron sideways so that it misses the ion. Let the transverse component be $\varepsilon E_0\sin\theta$, with ellipticity $\varepsilon$. An electron launched with transverse velocity $v_0$ has
$$v_y=v_0+\frac{\varepsilon E_0}{\omega}(\cos\theta-\cos\theta_b).$$
It returns if the integral of $v_y$ from $\theta_b$ to $\theta_r$ vanishes:
$$v_0(\theta_r-\theta_b)+\frac{\varepsilon E_0}{\omega}\left[\sin\theta_r-\sin\theta_b-(\theta_r-\theta_b)\cos\theta_b\right]=0.$$
Solving for the launch velocity,
$$v_0=\frac{\varepsilon E_0}{\omega}\,q,\qquad q=\cos\theta_b-\frac{\sin\theta_r-\sin\theta_b}{\theta_r-\theta_b}.$$
The electron must tunnel with this extra energy, so $\kappa^2$ becomes $\kappa^2+v_0^2$. As an approximation, I keep the field strength $F$ and the birth and return times of the linear field. To first order in $v_0^2$,
$$-\frac{2(\kappa^2+v_0^2)^{3/2}}{3F}\simeq-\frac{2\kappa^3}{3F}-\frac{\kappa v_0^2}{F}.$$
The yield is thus Gaussian in $\varepsilon$. Let $\varepsilon_{th}$ be the ellipticity at which it falls to 10%. Then $\kappa v_0^2/F=\ln10$, or
$$\varepsilon_{th}=\frac{\omega}{qE_0}\sqrt{\frac{F\ln10}{\kappa}},\qquad F=E_0\cos\theta_b.$$
For the orbit above this is 0.184. The dipole integral gives 0.176.

**Q.** And how does the ellipticity become a time window?

**A.** Superpose two counter-rotating circular pulses, each with intensity full width at half maximum $\tau$, separated by a delay $T_d$. Their field envelopes are
$$g_\mp=\exp\left[-2\ln2\,\frac{(t\mp T_d/2)^2}{\tau^2}\right].$$
The sum has components $(g_-+g_+)\cos\theta$ and $(g_--g_+)\sin\theta$. Expanding the squares, the terms in $t^2$ and $T_d^2$ cancel in the ratio:
$$\frac{g_-}{g_+}=\exp\left(\frac{4\ln2\,T_dt}{\tau^2}\right).$$
Dividing one component by the other gives the signed ellipticity
$$\varepsilon(t)=\frac{g_--g_+}{g_-+g_+}=\tanh\left(\frac{2\ln2\,T_dt}{\tau^2}\right).$$
The field is linear at $t=0$ and nearly circular far from it. Setting $|\varepsilon|=\varepsilon_{th}$ at $t=\pm\delta t/2$ gives the gate width
$$\delta t=\frac{\tau^2\,\mathrm{artanh}\,\varepsilon_{th}}{\ln2\;T_d}.$$

**Q.** I expect you to say that the gate must be shorter than the burst spacing. But its edges are soft, and a gate somewhat longer than $s$ may still show one main burst. What does "permits" mean?

**A.** It needs a criterion. For small $\varepsilon$ the ellipticity is linear in time, so the Gaussian yield becomes
$$G(t)=10^{-(2t/\delta t)^2}.$$
This neglects the slow change of the driving amplitude across the gate. Time is measured from the burst position of greatest yield.

Let the strongest burst lie at offset $u$, with $|u|\le s/2$. Its strongest neighbour lies on the other side of the centre, at distance $s-|u|$. Their energy ratio is
$$\frac{G(s-|u|)}{G(u)}=10^{-4[(s-|u|)^2-u^2]/\delta t^2}=10^{-4s(s-2|u|)/\delta t^2}.$$
Call the burst isolated if this ratio is below 0.1. Then
$$\frac{4s(s-2|u|)}{\delta t^2}>1\quad\Longrightarrow\quad|u|<\frac s2-\frac{\delta t^2}{8s}.$$
Changing the carrier-envelope phase slides the bursts through the gate. If that phase is random, $u$ is uniform over a range $s$. The isolated fraction is twice the limit on $|u|$, divided by $s$:
$$f=1-\frac{\delta t^2}{4s^2},$$
or zero if this is negative. Solving for the width,
$$\delta t=2s\sqrt{1-f}.$$
At a fixed required fraction $f$, the permitted gate is proportional to $s$. Going from $s=T/2$ to $s=T$ doubles it. This holds for any $f$ below one. For $f=3/4$ the permitted width equals the spacing. For $f\to0$ it is $2s$, beyond which no carrier phase isolates a burst.

**Q.** The second harmonic has its own phase. Does the slide not change the waveform?

**A.** Not if the second harmonic is generated from the same fundamental. A carrier phase $\phi$ turns $\theta$ into $\omega t+\phi$, and the harmonic acquires $2\phi$. The field is still $\cos\theta+a\cos(2\theta+\varphi)$ with the same $\varphi$. The waveform moves as a whole. If the optical path between the two colours drifts, $\varphi$ changes, and a large enough change brings back the second burst.

**Q.** You have also ignored the weak burst, which still sits half a cycle away. Suppose the gate favours it.

**A.** That sets the limit on $r$. Take $\delta t=s=T$ and assume the same gate function for both kinds of burst. With the strong burst at $u$ and the weak one at distance $T/2-|u|$ on the other side,
$$\frac{\text{weak}}{\text{strong}}=r\,10^{-4[(T/2-|u|)^2-u^2]/T^2}=r\,10^{-(1-4|u|/T)}.$$
At the edge of the accepted range, $|u|=3T/8$, the exponent is $+1/2$: the gate favours the weak burst by a factor $\sqrt{10}$. Keeping the ratio below 0.1 requires
$$r\le10^{-3/2}=0.032.$$
The upper bound $2.5\times10^{-4}$ meets this easily. For $a=0.1$ at $\varphi=-45^\circ$, $r=e^{-3.72}=0.024$. It ranges from 0.022 to 0.031 as the excursion cutoff is varied between $0.60T$ and $0.70T$, so this case lies at the edge of the limit. For $a\to0$, $r\to1$ and the permitted gate returns to the one-colour value.

**Q.** Show me the same laser pulse with the second harmonic off and on.

**A.** I computed the dipole for full gated pulses at 16 equally spaced carrier phases. The linear fundamental amplitude at the gate centre was held at $E_0$, and the delay was set to $T_d=\tau$. The gate formula then reads $\delta t=\tau\,\mathrm{artanh}(0.176)/\ln2=0.257\,\tau$. A gate of $T/2$ needs $\tau=5.21$ fs, and a gate of $T$ needs $\tau=10.43$ fs. The second harmonic's field envelope is that of a single pulse of duration $\tau$, centred on the gate. The widths below are read from the computed burst energies, at 10% of their maximum.

- For 5.21 fs and one colour, the gate is 1.35 fs wide and the isolated fraction is 0.75. The formula for $f$ gives 0.74.
- For 10.43 fs and one colour, the gate is 2.66 fs wide and the fraction is zero. The formula gives 0.01. At the best of the 16 phases the satellite has 11% of the main burst's energy; between the sampled phases it falls to about 10%, so this case lies right at the limit $\delta t=2s$.
- For 10.43 fs with the second harmonic, the gate is 3.15 fs wide and the fraction is 0.69. The formula gives 0.65.

With 16 phases the fraction has steps of 0.06, so the agreement is as close as the sampling can show. The second and third cases differ by the second harmonic alone.

**Q.** The last gate is wider than $T$. Did you not set it to $T$?

**A.** I set it with the one-colour threshold. The second harmonic raises the threshold ellipticity from 0.176 to 0.210, and the gate formula then gives 3.21 fs, close to the measured 3.15 fs. A larger field at birth raises $\varepsilon_{th}$ in the tunnelling estimate, which is the right direction.

This qualifies a tempting conclusion. At fixed $T_d/\tau$, $\delta t\propto\tau\,\mathrm{artanh}\,\varepsilon_{th}$, so the pulse may be twice as long only if the threshold stays the same. To bring the two-colour gate back to $T$, and $f$ to $3/4$, the formula asks for
$$\tau=\frac{2.669\ln2}{\mathrm{artanh}(0.210)}\simeq8.7\ \text{fs}.$$
The permitted gate doubles; the permitted pulse duration grows by about 1.7 in this example.

**Q.** Why not keep the long pulse, omit the second harmonic, and narrow the gate by a larger delay?

**A.** Because the gate centre then lies in the far wings of both pulses. If each circular pulse has peak field $E_c$, the linear amplitude at $t=0$ is
$$E_{gate}=2E_c\exp\left(-\frac{\ln2}{2}\frac{T_d^2}{\tau^2}\right),\qquad\frac{E_c}{E_{gate}}=\frac12\,2^{(T_d/\tau)^2/2}.$$
For $T_d=\tau$ the ratio is 0.71, and for $T_d=2\tau$ it is 2. The second choice restores a gate of $T/2$ for the 10.43 fs pulse, but the atom first meets a circular field twice as strong as the one in the gate.

To size the damage I integrated a static tunnelling rate for neon's two $m=0$ electrons,
$$w=6C^2I_p\left(\frac{2\kappa^3}{F}\right)^{2n-1}e^{-2\kappa^3/3F},\qquad C^2=\frac{2^{2n}}{n\,\Gamma(2n)},\quad n=\frac1\kappa,$$
with $F$ the instantaneous field magnitude, at one carrier phase ($\phi=0$). With $T_d=2\tau$ and one colour, 100% of the atoms are ionized before the gate opens. With $T_d=\tau$ and the second harmonic, the figure is about 7%. Over carrier phases the 7% ranges from about 5% to 10%. The rate is too high as the field approaches barrier suppression, near $I_p^2/4=0.16$ a.u. At the two-colour peak field of 0.134 a.u. it is already too high by roughly a factor of two, so the two-colour figures are overestimates. The doubled-delay pulse reaches about 0.21 a.u., so its 100% is a rough result.

The gain is relative to that alternative. The 5.21 fs one-colour pulse ionizes less, 0.8% before its gate (0.6 to 1.0% over carrier phases, with the same uncorrected rate), for those who have such a pulse.

**Q.** How close is any of this to a laboratory?

**A.** The calculation describes a single atom, so it cannot settle that. Two of its assumptions deserve suspicion.

One is depletion. By the end of the two-colour gate the rate gives about 15% ionization (12 to 17% over carrier phases, and an overestimate for the reason above). The dipole is proportional to the remaining ground-state population, so emission there falls to about $0.85^2\simeq0.7$ of the undepleted value.

The other is the choice of short trajectories, which in a real gas depends on phase matching. When I moved the excursion cutoff from $0.65T$ to $T$, admitting long trajectories, the count of maxima above 10% rose to four per cycle for one colour and two for two colours. The second harmonic still halves the count, but the bursts are no longer spaced by $T$, so the isolated fraction derived above does not apply. Averaging over the focus and propagation through the gas are also left out, and I have no number for them.
